# The Least-Squares Tensor Hypercontraction Core and Its Quartic Assembly: test program

```python
"""Least-squares tensor hypercontraction (THC) of Coulomb integrals.

Result under test: the matrix Z minimizing
    sum_pqrs [ (pq|rs) - sum_PQ X_pP X_qP Z_PQ X_rQ X_sQ ]^2
is Z = S^-1 E S^-1, with S the elementwise square of X^T X and
    E_PQ = sum_pqrs X_pP X_qP (pq|rs) X_rQ X_sQ,
and its dense assembly from density-fitted integrals costs O(N^4).

X_pP : orbital p at grid point P, times an optional point factor
       (N orbitals, M points)
V    : pair matrix, V_(pq),P = X_pP X_qP
T, J : three-index integrals (pq|A) and auxiliary Coulomb metric (A|B)
G    : three-index integrals projected on the grid, G = V^T T
Lengths are in bohr and energies in hartree, so e^2 = 1 hartree bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import erf
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SPACING = 2.5
TIGHT, DIFFUSE = 1.0, 0.25
INDEPENDENCE = 1e-7     # least squared new part of a unit pair vector
rng = np.random.default_rng(7)
norm = np.linalg.norm


def gaussian_pairs(exponents, centres):
    """Charge, exponent and centre of each product of normalized s Gaussians."""
    a, b = exponents[:, None], exponents[None, :]
    total = a + b
    separation2 = ((centres[:, None] - centres[None, :])**2).sum(-1)
    charge = (2*np.sqrt(a*b)/total)**1.5*np.exp(-a*b/total*separation2)
    middle = (a[..., None]*centres[:, None]
              + b[..., None]*centres[None, :])/total[..., None]
    return charge.ravel(), total.ravel(), middle.reshape(-1, 3)


def coulomb(p, centre_p, q, centre_q):
    """Coulomb energy of unit-charge Gaussian densities; finite at R = 0."""
    distance = norm(centre_p[:, None] - centre_q[None, :], axis=-1)
    distance = np.maximum(distance, 1e-12)
    mu = p[:, None]*q[None, :]/(p[:, None] + q[None, :])
    return erf(np.sqrt(mu)*distance)/distance


def on_axis(z):
    z = np.asarray(z, dtype=float)
    return np.column_stack([np.zeros_like(z), np.zeros_like(z), z])


def build_chain(sites):
    """Exact integrals, fitting integrals and candidate grid of a chain."""
    z_sites = SPACING*np.arange(sites)
    exponents = np.tile([TIGHT, DIFFUSE], sites)
    centres = on_axis(np.repeat(z_sites, 2))
    charge, pair_exp, pair_centre = gaussian_pairs(exponents, centres)
    size = 2*sites
    values, vectors = np.linalg.eigh(charge.reshape(size, size))
    orbitals = vectors[:, ::-1]/np.sqrt(values[::-1])
    to_orbitals = np.kron(orbitals, orbitals)
    raw = charge[:, None]*coulomb(pair_exp, pair_centre, pair_exp, pair_centre)
    exact = to_orbitals.T @ (raw*charge[None, :]) @ to_orbitals

    half_sites = SPACING/2*np.arange(2*sites - 1)
    shift = SPACING*DIFFUSE/(TIGHT + DIFFUSE)
    mixed = np.concatenate([z_sites, z_sites[:-1] + shift, z_sites[1:] - shift])
    aux_z = np.concatenate([half_sites, half_sites, mixed])
    aux_exp = np.concatenate([np.full(len(half_sites), 2*TIGHT),
                              np.full(len(half_sites), 2*DIFFUSE),
                              np.full(len(mixed), TIGHT + DIFFUSE)])
    aux_centre = on_axis(aux_z)
    three = to_orbitals.T @ (
        charge[:, None]*coulomb(pair_exp, pair_centre, aux_exp, aux_centre))
    metric = coulomb(aux_exp, aux_centre, aux_exp, aux_centre)

    z_grid = np.arange(-4.0, z_sites[-1] + 4.01, 0.25)
    points = np.array([[rho, 0.0, z]
                       for rho in (0.0, 0.6, 1.2, 1.8, 2.4, 3.2, 4.0)
                       for z in z_grid])
    near = ((points[:, 0] < 2.5) & (points[:, 2] > -SPACING - 0.01)
            & (points[:, 2] < z_sites[-1] + SPACING + 0.01))
    r2 = ((centres[:, None] - points[None, :])**2).sum(-1)
    gaussians = (2*exponents[:, None]/np.pi)**0.75*np.exp(-exponents[:, None]*r2)
    values_on_grid = orbitals.T @ gaussians
    return {"N": size, "exact": exact, "T": three, "J": metric,
            "points": points, "X_near": values_on_grid[:, near],
            "X_unit": values_on_grid/norm(values_on_grid, axis=0),
            "fitted": three @ np.linalg.solve(metric, three.T)}


def select_by_amplitude(X_all, count):
    """Pivoted Cholesky factorization of the grid metric of the candidates."""
    metric = (X_all.T @ X_all)**2
    remaining = np.diag(metric).copy()
    factor = np.zeros((count, len(metric)))
    chosen = []
    for k in range(count):
        pivot = int(np.argmax(remaining))
        factor[k] = (metric[pivot] - factor[:k, pivot] @ factor[:k]) \
            / np.sqrt(max(remaining[pivot], 1e-300))
        remaining -= factor[k]**2
        chosen.append(pivot)
        remaining[chosen] = -1.0
    return chosen


def pair_matrix(X):
    return (X[:, None, :]*X[None, :, :]).reshape(-1, X.shape[1])


def project(X, tensor):
    """sum_pq X_pP X_qP tensor_pqA, one grid point at a time."""
    size, _, last = tensor.shape
    flat = tensor.reshape(size, size*last)
    return np.stack([np.dot(x, np.dot(x, flat).reshape(size, last))
                     for x in X.T])


def select_by_coulomb(chain):
    """Greedy points, each capturing the most remaining Coulomb energy.

    Candidates whose pair vector is nearly dependent on the chosen ones
    are skipped; the search ends when no independent candidate is left.
    """
    X_all, N = chain["X_unit"], chain["N"]
    metric = (X_all.T @ X_all)**2
    lower = np.linalg.cholesky(chain["J"])
    G = project(X_all, chain["T"].reshape(N, N, -1))
    uncaptured = np.linalg.solve(lower, G.T).T
    remaining = np.ones(len(metric))
    factor = np.zeros((0, len(metric)))
    chosen = []
    while np.any(remaining > INDEPENDENCE):
        score = (uncaptured**2).sum(1)/np.maximum(remaining, INDEPENDENCE)
        pivot = int(np.argmax(np.where(remaining > INDEPENDENCE, score, -1.0)))
        root = np.sqrt(remaining[pivot])
        row = (metric[pivot] - factor[:, pivot] @ factor)/root
        uncaptured = uncaptured - np.outer(row, uncaptured[pivot]/root)
        remaining = remaining - row**2
        factor = np.vstack([factor, row])
        chosen.append(pivot)
        remaining[chosen] = -1.0
    return chosen


def residual_curve(tensor, X):
    """Relative residual for the first 1, 2, ... points, from QR projectors."""
    Q = np.linalg.qr(pair_matrix(X/norm(X, axis=0)))[0]
    inside = Q.T @ tensor @ Q
    total = norm(tensor)**2
    captured = np.array([norm(inside[:k, :k])**2
                         for k in range(1, len(inside) + 1)])
    return np.sqrt(np.maximum(total - captured, 0.0)/total)


def solve_by_elimination(matrix, rhs):
    """Elimination and back substitution for a positive definite matrix."""
    work = np.concatenate([matrix, rhs], axis=1)
    size = len(matrix)
    for k in range(size):
        for i in range(k + 1, size):
            ratio = work[i, k]/work[k, k]
            work[i, k:] = work[i, k:] - work[k, k:]*ratio
    for k in reversed(range(size)):
        row = work[k, size:]
        for j in range(k + 1, size):
            row = row - work[j, size:]*work[k, j]
        work[k, size:] = row/work[k, k]
    return work[:, size:]


def core_from_fit(X, three, J):
    """THC core, S and E from density-fitted integrals.

    With W = S^-1 G the core S^-1 (G J^-1 G^T) S^-1 equals W J^-1 W^T,
    which loses fewer digits when S is poorly conditioned.
    """
    G = project(X, three)
    E = np.dot(G, solve_by_elimination(J, G.T))
    overlap = np.dot(X.T, X)
    S = overlap*overlap
    W = solve_by_elimination(S, G)
    return np.dot(W, solve_by_elimination(J, W.T)), S, E


def fitted_core(chain, X):
    N = chain["N"]
    return core_from_fit(X, chain["T"].reshape(N, N, -1), chain["J"])


def exact_core(integrals, X):
    V = pair_matrix(X)
    S = (X.T @ X)**2
    E = V.T @ integrals @ V
    return np.linalg.solve(S, np.linalg.solve(S, E).T), S, E


class Counted:
    """A number that counts the multiplications and divisions it takes part in."""
    __slots__ = ("value",)
    operations = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.value*other.value)

    def __truediv__(self, other):
        Counted.operations += 1
        return Counted(self.value/other.value)

    def __add__(self, other):
        return Counted(self.value + other.value)

    def __sub__(self, other):
        return Counted(self.value - other.value)


def count_operations(N):
    """Measured counts: grid projection, all later steps, unfitted projection."""
    counted = np.frompyfunc(Counted, 1, 1)
    M = 3*N
    X = counted(rng.normal(size=(N, M)))
    three = counted(rng.normal(size=(N, N, M)))
    root = rng.normal(size=(M, M))
    J = counted(root @ root.T/M + np.eye(M))
    Counted.operations = 0
    project(X, three)
    projection = Counted.operations
    Counted.operations = 0
    core_from_fit(X, three, J)
    later = Counted.operations - projection
    four = counted(rng.normal(size=(N, N, N*N)))
    Counted.operations = 0
    project(X, four)
    return projection, later, Counted.operations


# Closed-form Coulomb integrals against an independent integral library.
test_exp = np.array([1.0, 0.25, 0.7, 1.6])
test_xyz = np.array([[0, 0, 0], [0.3, 1.1, 0.2], [1.4, -0.5, 0.9], [0.2, 0.4, 2.5]])
mol = gto.M(atom=[["H%d" % (i + 1), tuple(test_xyz[i])] for i in range(4)],
            basis={"H%d" % (i + 1): [[0, [float(test_exp[i]), 1.0]]]
                   for i in range(4)}, unit="Bohr", verbose=0)
q, pe, pc = gaussian_pairs(test_exp, test_xyz)
closed = q[:, None]*coulomb(pe, pc, pe, pc)*q[None, :]
library = mol.intor("int2e", aosym="s1").reshape(16, 16)
assert np.allclose(closed, library, atol=1e-9)

# The minimizer against direct least squares on the full design matrix.
small = build_chain(2)
X = small["X_near"][:, select_by_amplitude(small["X_near"], 6)]
V = pair_matrix(X)
Z, S, E = exact_core(small["exact"], X)
S_sum = np.einsum("pP,qP,pQ,qQ->PQ", X, X, X, X)
assert np.allclose(S, S_sum, rtol=1e-10, atol=1e-13)
Z_direct = np.linalg.lstsq(np.kron(V, V), small["exact"].ravel(),
                           rcond=None)[0].reshape(6, 6)
lstsq_difference = norm(Z - Z_direct)/norm(Z_direct)
assert lstsq_difference < 1e-6

# A repeated point makes S singular; the pseudo-inverse gives least norm.
X_rep = np.hstack([X, -X[:, :1]])
V_rep = pair_matrix(X_rep)
S_inv = np.linalg.pinv((X_rep.T @ X_rep)**2, rcond=1e-11, hermitian=True)
Z_rep = S_inv @ (V_rep.T @ small["exact"] @ V_rep) @ S_inv
Z_least = np.linalg.lstsq(np.kron(V_rep, V_rep), small["exact"].ravel(),
                          rcond=1e-9)[0].reshape(7, 7)
assert norm(Z_rep - Z_least) < 1e-6*norm(Z_least)
assert norm(V_rep @ Z_rep @ V_rep.T - V @ Z @ V.T) < 1e-7*norm(small["exact"])

# The rank of S cannot exceed the number of distinct orbital pairs.
X_many = rng.normal(size=(4, 14))
S_many = (X_many.T @ X_many)**2
rank_many = np.linalg.matrix_rank(S_many, tol=1e-11*norm(S_many))
assert rank_many == 4*5//2

# Residual identity, point-factor invariance and error split (coarse fit).
chain = build_chain(4)
N = chain["N"]
exact = chain["exact"]
X = chain["X_near"][:, select_by_amplitude(chain["X_near"], 12)]
V = pair_matrix(X)
Z, S, E = exact_core(exact, X)
model = V @ Z @ V.T
scale2 = norm(exact)**2
assert abs(norm(exact - model)**2 - (scale2 - np.sum(Z*E))) < 1e-9*scale2
X_scaled = X*rng.uniform(0.5, 2.0, size=12)
V_scaled = pair_matrix(X_scaled)
Z_scaled = exact_core(exact, X_scaled)[0]
assert norm(V_scaled @ Z_scaled @ V_scaled.T - model) < 1e-7*norm(exact)
T_coarse, J_coarse = chain["T"][:, ::2], chain["J"][::2, ::2]
I_coarse = T_coarse @ np.linalg.solve(J_coarse, T_coarse.T)
Z_coarse, _, E_coarse = core_from_fit(X, T_coarse.reshape(N, N, -1), J_coarse)
assert norm(E_coarse - V.T @ I_coarse @ V) < 1e-8*norm(E_coarse)
assert norm(S @ Z_coarse @ S - E_coarse) < 1e-8*norm(E_coarse)
model_coarse = V @ Z_coarse @ V.T
split_total = norm(exact - model_coarse)**2
split_grid = norm(exact - model)**2
split_fit = norm(model - model_coarse)**2
assert abs(split_total - split_grid - split_fit) < 1e-9*scale2
assert split_fit <= norm(exact - I_coarse)**2*(1 + 1e-8)

print("site spacing %.2f bohr; exponents %.2f and %.2f bohr^-2"
      % (SPACING, TIGHT, DIFFUSE))
print("core formula vs direct least squares, rel. difference: %.1e"
      % lstsq_difference)
print("rank of S for N=4, M=14: %d" % rank_many)
print("coarse fit, 4 sites, M=12, squared errors / ||I||^2:")
print("  total %.4e = grid %.4e + fit %.4e"
      % (split_total/scale2, split_grid/scale2, split_fit/scale2))

# One site: matrices small enough to follow by hand.
one = build_chain(1)
chosen = select_by_coulomb(one)
X = one["X_unit"][:, chosen[:2]]
Z, S, E = fitted_core(one, X)
V = pair_matrix(X)
assert np.allclose(E, V.T @ one["exact"] @ V, rtol=1e-8, atol=1e-11)
model = V @ Z @ V.T
print("ONE SITE, N=2, M=2, point factors chosen so that S_PP = 1")
for k in range(2):
    print("  point %d (x, z) = (%.2f, %.2f) bohr"
          % (k + 1, one["points"][chosen[k], 0], one["points"][chosen[k], 2]))
for p in range(2):
    print("  X row %d: %.6f %.6f (no unit)" % (p + 1, X[p, 0], X[p, 1]))
for label, A, unit in (("S", S, "(no unit)"), ("E", E, "hartree"),
                       ("Z", Z, "hartree")):
    print("  %s11, %s12, %s22: %.6f %.6f %.6f %s"
          % (label, label, label, A[0, 0], A[0, 1], A[1, 1], unit))
for label, i, j in (("(11|11)", 0, 0), ("(11|22)", 0, 3), ("(12|12)", 1, 1)):
    print("  %s exact %.6f, THC %.6f hartree"
          % (label, one["exact"][i, j], model[i, j]))
print("  relative residual, M=2: %.4e"
      % (norm(one["exact"] - model)/norm(one["exact"])))
X = one["X_unit"][:, chosen[:3]]
V = pair_matrix(X)
Z = fitted_core(one, X)[0]
full_residual = norm(one["exact"] - V @ Z @ V.T)/norm(one["exact"])
assert full_residual < 1e-6
print("  relative residual, M=3: %.1e" % full_residual)

# Points picked by density amplitude alone, judged by a QR projector.
chain = build_chain(6)
X = chain["X_near"][:, select_by_amplitude(chain["X_near"], 36)]
print("6 SITES, M=36 points picked by density amplitude:")
print("  rel. residual %.3e, cond(S) %.1e"
      % (residual_curve(chain["fitted"], X)[-1], np.linalg.cond((X.T @ X)**2)))

# Chains of growing length: points needed for a fixed accuracy.
print("CHAINS, points picked by Coulomb energy; columns: sites, N, N_aux,")
print("  M near 3N, its residual; M for 1%, M/N, its residual to exact")
for sites in (4, 6, 8, 12):
    chain = build_chain(sites)
    N = chain["N"]
    order = select_by_coulomb(chain)
    assert len(order) <= 9*sites - 6
    curve = residual_curve(chain["fitted"], chain["X_unit"][:, order])
    assert curve.min() < 0.01
    needed = int(np.argmax(curve < 0.01)) + 1
    X = chain["X_unit"][:, order[:needed]]
    Z, S, E = fitted_core(chain, X)
    V = pair_matrix(X)
    model = V @ Z @ V.T
    to_fitted = norm(chain["fitted"] - model)/norm(chain["fitted"])
    assert abs(to_fitted - curve[needed - 1]) < 1e-4
    residual = norm(chain["exact"] - model)/norm(chain["exact"])
    assert residual < 0.05
    fixed = min(3*N, len(order))
    print("  %2d %2d %2d | %2d %.2e | %2d %.2f %.2e"
          % (sites, N, len(chain["J"]), fixed, curve[fixed - 1],
             needed, needed/N, residual))

# The longest chain: convergence with M and energies of a closed shell.
exact, fitted = chain["exact"], chain["fitted"]
occupied = sites//2


def energies_from_tensor(tensor):
    block = tensor.reshape(N, N, N, N)[:occupied, :occupied, :occupied, :occupied]
    return np.array([2*np.einsum("iijj->", block), -np.einsum("ijij->", block)])


reference = energies_from_tensor(exact)
print("12 SITES, %d electrons" % (2*occupied))
print("  density-fitting error, relative: %.3e"
      % (norm(exact - fitted)/norm(exact)))
print("  exact Coulomb energy:  %.6f hartree = %.4f eV"
      % (reference[0], reference[0]*HARTREE_EV))
print("  exact exchange energy: %.6f hartree = %.4f eV"
      % (reference[1], reference[1]*HARTREE_EV))
print("  M for 10%, M for 1%, all independent points; columns:")
print("  M, rel. residual to fitted integrals, cond(S),")
print("     Coulomb error, exchange error (hartree)")
previous = np.inf
for M in (int(np.argmax(curve < 0.1)) + 1, needed, len(order)):
    X = chain["X_unit"][:, order[:M]]
    Z, S, E = fitted_core(chain, X)
    V = pair_matrix(X)
    model = V @ Z @ V.T
    residual = norm(fitted - model)/norm(fitted)
    assert residual <= previous*(1 + 1e-6)
    previous = residual
    density = (X[:occupied]**2).sum(0)
    density_matrix = X[:occupied].T @ X[:occupied]
    thc = np.array([2*density @ Z @ density, -np.sum(Z*density_matrix**2)])
    assert np.allclose(thc, energies_from_tensor(model), rtol=1e-6, atol=1e-7)
    error = thc - reference
    print("  %3d  %.3e  %.1e  %+.3e  %+.3e"
          % (M, residual, np.linalg.cond(S), error[0], error[1]))
print("  THC energies at M=%d: Coulomb %.6f, exchange %.6f hartree"
      % (M, thc[0], thc[1]))

# Scaling measured by running the assembly with counting numbers.
low, high = count_operations(8), count_operations(16)
powers = [np.log2(h/l) for l, h in zip(low, high)]
for power, expected in zip(powers, (4, 3, 5)):
    assert abs(power - expected) < 0.15
print("COUNTED products and divisions, M=N_aux=3N: N=8, N=16, power of N")
for label, l, h, power in zip(("fitted, grid projection", "fitted, all later steps",
                               "unfitted, first projection"), low, high, powers):
    print("  %s: %d, %d, %.3f" % (label, l, h, power))

print("every check passed")
```

It prints:

```
site spacing 2.50 bohr; exponents 1.00 and 0.25 bohr^-2
core formula vs direct least squares, rel. difference: 8.9e-14
rank of S for N=4, M=14: 10
coarse fit, 4 sites, M=12, squared errors / ||I||^2:
  total 4.1582e-01 = grid 4.1575e-01 + fit 6.3366e-05
ONE SITE, N=2, M=2, point factors chosen so that S_PP = 1
  point 1 (x, z) = (0.00, -0.75) bohr
  point 2 (x, z) = (1.20, -1.25) bohr
  X row 1: 0.805609 0.601115 (no unit)
  X row 2: -0.592448 0.799162 (no unit)
  S11, S12, S22: 1.000000 0.000117 1.000000 (no unit)
  E11, E12, E22: 1.200779 0.534591 0.449509 hartree
  Z11, Z12, Z22: 1.200654 0.534398 0.449384 hartree
  (11|11) exact 0.824767, THC 0.815045 hartree
  (11|22) exact 0.662359, THC 0.666493 hartree
  (12|12) exact 0.135896, THC 0.132157 hartree
  relative residual, M=2: 1.5987e-02
  relative residual, M=3: 9.2e-16
6 SITES, M=36 points picked by density amplitude:
  rel. residual 5.681e-02, cond(S) 5.0e+03
CHAINS, points picked by Coulomb energy; columns: sites, N, N_aux,
  M near 3N, its residual; M for 1%, M/N, its residual to exact
   4  8 24 | 24 8.87e-04 | 24 3.00 8.87e-04
   6 12 38 | 36 4.47e-03 | 36 3.00 4.47e-03
   8 16 52 | 48 1.01e-02 | 49 3.06 7.53e-03
  12 24 80 | 72 1.61e-02 | 76 3.17 7.30e-03
12 SITES, 12 electrons
  density-fitting error, relative: 9.020e-08
  exact Coulomb energy:  14.498482 hartree = 394.5238 eV
  exact exchange energy: -3.439217 hartree = -93.5859 eV
  M for 10%, M for 1%, all independent points; columns:
  M, rel. residual to fitted integrals, cond(S),
     Coulomb error, exchange error (hartree)
   39  9.599e-02  8.0e+01  +6.821e-02  +1.474e-01
   76  7.298e-03  3.0e+05  -1.933e-03  +3.970e-03
  100  1.980e-07  4.4e+10  +2.776e-08  -6.406e-09
  THC energies at M=100: Coulomb 14.498482, exchange -3.439217 hartree
COUNTED products and divisions, M=N_aux=3N: N=8, N=16, power of N
  fitted, grid projection: 41472, 626688, 3.918
  fitted, all later steps: 88932, 706056, 2.989
  unfitted, first projection: 110592, 3342336, 4.918
every check passed
```
